# Comment on reading a trap's free-energy depth from an Arrhenius slope: a numerical check

```python
# Result under test: for a trap emitting electrons to a parabolic band,
#   rate = sigma * Gamma * T^2 * exp(dS/k) * exp(-dH/kT),
# so the slope of ln(rate/T^2) against 1/kT gives the enthalpy dH (plus any
# activation energy of sigma), not the free energy dG = dH - T dS, and the
# intercept gives sigma*exp(dS/k), not sigma.
# Symbols: D = separation of potential minima (eV), filled/empty = trap states,
# quanta = vibrational quanta (eV), g = electronic degeneracies, band edge = 0.
# Energies in eV, temperatures in K, lengths in cm, rates in 1/s.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq

q, me, hbar = const.e, const.m_e, const.hbar
k = const.k / q
D, MODES, W_FILLED, W_EMPTY = 0.46, 4, 0.040, 0.028
G_FILLED, G_EMPTY = 1, 2
SIGMA = 1e-15
ML, MT = 0.92, 0.19          # rough silicon masses, free-electron masses
TRAP = (MODES, W_FILLED, W_EMPTY, G_FILLED, G_EMPTY)


def level_sum(quantum, T):
    energy = quantum * (np.arange(400) + 0.5)
    weight = np.exp(-energy / (k * T))
    return weight.sum(), (energy * weight).sum() / weight.sum()


def free_energy_sum(T, trap=TRAP):
    m, wf, we, gf, ge = trap
    zf, ze = level_sum(wf, T)[0], level_sum(we, T)[0]
    return D - k * T * (m * np.log(ze / zf) + np.log(ge / gf))


def enthalpy_sum(T, trap=TRAP):
    m, wf, we, gf, ge = trap
    return D + m * (level_sum(we, T)[1] - level_sum(wf, T)[1])


def free_energy(T, trap=TRAP):
    m, wf, we, gf, ge = trap
    ratio = np.sinh(we / (2 * k * T)) / np.sinh(wf / (2 * k * T))
    return D + k * T * (m * np.log(ratio) - np.log(ge / gf))


def enthalpy(T, trap=TRAP):
    m, wf, we, gf, ge = trap
    return D + m / 2 * (we / np.tanh(we / (2 * k * T))
                        - wf / np.tanh(wf / (2 * k * T)))


def entropy(T, trap=TRAP):   # in units of k
    return (enthalpy(T, trap) - free_energy(T, trap)) / (k * T)


def integral(f, a, b):
    return quad(f, a, b, epsabs=0, epsrel=1e-11, limit=200)[0]


def band_quadrature(T, mt=MT):
    """Effective density (cm^-3) and mean speed (cm/s) from integrals."""
    top = np.sqrt(45 * k * T)
    i2 = integral(lambda s: 2 * s**2 * np.exp(-s * s / (k * T)), 0, top)
    i3 = integral(lambda s: 2 * s**3 * np.exp(-s * s / (k * T)), 0, top)
    dos = 6 * np.sqrt(2) * np.sqrt(ML * mt**2) * (me * q)**1.5
    dos /= np.pi**2 * hbar**3
    angle = integral(lambda c: np.sqrt(c * c / ML + (1 - c * c) / mt), 0, 1)
    return dos * i2 * 1e-6, np.sqrt(2 * q / me) * i3 / i2 * angle * 100


def band_formula(T):
    md = (ML * MT**2)**(1 / 3) * me
    nc = 12 * (md * const.k * T / (2 * np.pi * hbar**2))**1.5 * 1e-6
    kap = 1 - MT / ML
    shape = 0.5 * (np.sqrt(MT / ML) + np.arcsin(np.sqrt(kap)) / np.sqrt(kap))
    return nc, np.sqrt(8 * const.k * T / (np.pi * MT * me)) * shape * 100


def filled_fraction(mu, T, trap=TRAP):
    m, wf, we, gf, ge = trap
    filled = gf * level_sum(wf, T)[0]**m * np.exp((mu + D) / (k * T))
    return filled / (filled + ge * level_sum(we, T)[0]**m)


def emission(T, sigma=lambda T: SIGMA, trap=TRAP, mt=MT):
    """Rate from balance of capture and emission in equilibrium."""
    mu = -0.40
    nc, speed = band_quadrature(T, mt)
    f = filled_fraction(mu, T, trap)
    return sigma(T) * speed * nc * np.exp(mu / (k * T)) * (1 - f) / f


def local_slope(f, T):
    """-d ln f / d(1/kT) by central difference, in eV."""
    b = 1 / (k * T)
    h = 1e-4 * b
    return -(np.log(f(1 / (k * (b + h)))) - np.log(f(1 / (k * (b - h))))) / (2 * h)


nc300, v300 = band_formula(300.0)
GAMMA = nc300 * v300 / 300.0**2


def arrhenius(T, rates):
    T = np.asarray(T)
    slope, icpt = np.polyfit(1 / (k * T), np.log(np.asarray(rates) / T**2), 1)
    return -slope, np.exp(icpt) / GAMMA


# band factor: integrals against closed forms, and a direct velocity-space sum
for T in (200.0, 300.0):
    assert np.allclose(band_quadrature(T), band_formula(T), rtol=1e-8)
axis = np.linspace(-7, 7, 101)
gx, gy, gz = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)
wt = np.exp(-(gx**2 + gy**2 + gz**2) / 2)
mean = (wt * np.sqrt((gx**2 + gy**2) / MT + gz**2 / ML)).sum() / wt.sum()
grid_speed = mean * np.sqrt(const.k * 300 / me) * 100
assert abs(grid_speed / v300 - 1) < 1e-3      # grid spacing error

# thermodynamics: level sums against closed forms and Gibbs-Helmholtz
for T in (150.0, 220.0, 300.0):
    assert abs(free_energy_sum(T) - free_energy(T)) < 1e-10
    assert abs(enthalpy_sum(T) - enthalpy(T)) < 1e-10
    dgdt = (free_energy_sum(T + 0.1) - free_energy_sum(T - 0.1)) / 0.2
    assert abs(free_energy_sum(T) - T * dgdt - enthalpy_sum(T)) < 1e-6
depth0 = D + MODES / 2 * (W_EMPTY - W_FILLED)
assert abs(free_energy_sum(1.0) - depth0) < 1e-4

# kinetics: arbitrary reversible couplings between individual levels
rng = np.random.default_rng(4)
coupling = rng.uniform(0.1, 1.0, (150, 150))
coupling[:, :2] = 0          # capture starts from an excited vibration
ef = W_FILLED * (np.arange(150) + 0.5)
ee = W_EMPTY * (np.arange(150) + 0.5)
eps = -D + ef[:, None] - ee[None, :]
strength = coupling * np.sqrt(np.maximum(eps, 0))
one_mode = (1, W_FILLED, W_EMPTY, G_FILLED, G_EMPTY)


def kinetic_emission(T):
    p = np.exp(-ef / (k * T))
    return G_EMPTY * (p[:, None] * strength).sum() / p.sum()


def kinetic_capture(T):      # capture rate for chemical potential at band edge
    p = np.exp(-ee / (k * T))
    boltz = np.exp(-np.maximum(eps, 0) / (k * T))
    return G_FILLED * (p[None, :] * strength * boltz).sum() / p.sum()


for T in (200.0, 300.0):
    ratio = kinetic_emission(T) / kinetic_capture(T)
    assert abs(ratio * np.exp(free_energy(T, one_mode) / (k * T)) - 1) < 1e-8
kin_sigma = local_slope(lambda T: kinetic_capture(T) / T**2, 220.0)
kin_slope = local_slope(lambda T: kinetic_emission(T) / T**2, 220.0)
kin_h = enthalpy_sum(220.0, one_mode)
assert kin_sigma > 0.02
assert abs(kin_slope - kin_h - kin_sigma) < 1e-5

# simulated capacitance-transient scan: signal exp(-e t1) - exp(-2 e t1)
scan = np.arange(170.0, 271.0)
scan_rate = np.array([emission(T) for T in scan])
t1 = np.array([0.1, 0.04, 0.016, 0.0064, 0.00256, 0.001])
peaks = []
for t in t1:
    start = scan[np.argmax(np.exp(-scan_rate * t) - np.exp(-2 * scan_rate * t))]

    def negative_signal(T):
        x = emission(T) * t
        return np.exp(-2 * x) - np.exp(-x)
    peaks.append(minimize_scalar(negative_signal, method="bounded",
                                 bounds=(start - 1.5, start + 1.5),
                                 options={"xatol": 1e-7}).x)
peaks = np.array(peaks)
rates = np.log(2) / t1
assert np.allclose([emission(T) for T in peaks], rates, rtol=1e-4)
slope, sigma_app = arrhenius(peaks, rates)
TS = 1 / np.mean(1 / peaks)
kT, H, G, S = k * TS, enthalpy(TS), free_energy(TS), entropy(TS)
assert abs(slope - H) < 1e-4
assert abs(slope - G) > 0.01 and abs(slope - depth0) > 0.005
assert abs(sigma_app / (SIGMA * np.exp(S)) - 1) < 0.005

# the free energy recovered from emission plus an independent cross section
line_rate = sigma_app * GAMMA * TS**2 * np.exp(-slope / kT)
G_found = kT * np.log(SIGMA * GAMMA * TS**2 / line_rate)
half_mu = brentq(lambda mu: filled_fraction(mu, TS) - 0.5, -0.7, -0.1)
assert abs(G_found + half_mu) < 1e-4
fill = filled_fraction(-H, TS)
assert abs(fill - 1 / (1 + np.exp(S))) < 1e-8

# stiffening on ionization lowers the apparent cross section
stiff = (MODES, W_EMPTY, W_FILLED, 1, 1)
stiff_slope, stiff_sigma = arrhenius(peaks, [emission(T, trap=stiff) for T in peaks])
assert entropy(TS, stiff) < 0 and stiff_sigma < SIGMA
assert abs(stiff_sigma / (SIGMA * np.exp(entropy(TS, stiff))) - 1) < 0.01

# temperature-dependent capture
pow_slope, pow_sigma = arrhenius(
    peaks, [emission(T, lambda T: SIGMA * TS / T) for T in peaks])
assert abs(pow_slope - (H - kT)) < 2e-4
assert abs(pow_sigma / (SIGMA * np.exp(S - 1)) - 1) < 0.01
EB = 0.05
act_slope, act_sigma = arrhenius(
    peaks, [emission(T, lambda T: SIGMA * np.exp(-EB / (k * T))) for T in peaks])
assert abs(act_slope - (H + EB)) < 1e-4
assert abs(act_sigma / (SIGMA * np.exp(S)) - 1) < 0.005

# neglected effects: band shape and mass drift
ALPHA = 0.5                  # rough nonparabolicity, 1/eV


def nonparabolic_flux(T):
    def f(x):
        root = np.sqrt(x * (1 + ALPHA * x))
        density, speed = root * (1 + 2 * ALPHA * x), root / (1 + 2 * ALPHA * x)
        return density * speed * np.exp(-x / (k * T))
    return integral(f, 0, 45 * k * T) / T**2


np_shift = local_slope(nonparabolic_flux, TS)
assert abs(np_shift - 2 * ALPHA * kT**2 / (1 + 2 * ALPHA * kT)) < 1e-6
DRIFT = 0.02                 # rough rise of transverse mass per 100 K
drift_slope = arrhenius(peaks, [emission(
    T, mt=MT * (1 + DRIFT * (T - TS) / 100)) for T in peaks])[0]

# neglected effects: depletion field
DOPING, BENDING, PERM = 1e15, 5.0, 11.7 * const.epsilon_0
field = np.sqrt(2 * q * DOPING * 1e6 * BENDING / PERM)


def tunnel_gain(T):          # best thermal gain minus triangular-barrier cost
    c = 4 * np.sqrt(2 * MT * me) * q**1.5 / (3 * hbar * q * field)
    res = minimize_scalar(lambda d: c * d**1.5 - d / (k * T), method="bounded",
                          bounds=(0, 0.1), options={"xatol": 1e-10})
    return -res.fun


gain = tunnel_gain(TS)
gain_formula = (hbar * q * field)**2 / (24 * MT * me * (const.k * TS)**3)
assert abs(gain / gain_formula - 1) < 1e-4
tunnel_shift = local_slope(lambda T: np.exp(tunnel_gain(T)), TS)
assert abs(tunnel_shift + 3 * gain * kT) < 1e-5
barrier = minimize_scalar(
    lambda x: q / (4 * np.pi * PERM * x * 1e-9) + field * x * 1e-9,
    method="bounded", bounds=(0.1, 100), options={"xatol": 1e-8}).fun
assert abs(barrier - np.sqrt(q * field / (np.pi * PERM))) < 1e-7

# neglected effects: thermometer, holes, degeneracy, pressure, temperature of use
off_slope, off_sigma = arrhenius(peaks + 1.0, rates)
GAP, SIGMA_P = 1.12, 1e-13   # rough values
hole_ratio = SIGMA_P * GAMMA * TS**2 * np.exp(-(GAP - G) / kT) / emission(TS)
nc, speed = band_formula(TS)
pv = const.atm * 20e-30 / q
line300 = sigma_app * GAMMA * 300**2 * np.exp(-slope / (k * 300))
rate300 = emission(300.0)
fill_true = 1e9 / (SIGMA * speed * DOPING)
fill_app = 1e9 / (sigma_app * speed * DOPING)

print(f"separation of minima D = {D:.3f} eV; modes = {MODES}")
print(f"quantum filled, empty = {W_FILLED*1e3:.0f}, {W_EMPTY*1e3:.0f} meV")
print(f"degeneracy filled, empty = {G_FILLED}, {G_EMPTY}")
print(f"masses long., transv. = {ML}, {MT} m_e")
print(f"true cross section = {SIGMA:.2e} cm2")
print(f"Gamma = {GAMMA:.4e} cm^-2 s^-1 K^-2")
for t, T, r in zip(t1, peaks, rates):
    print(f"t1 = {t*1e3:.2f} ms, peak {T:.2f} K, rate {r:.2f} 1/s")
print(f"centre temperature T* = {TS:.2f} K; kT* = {kT*1e3:.3f} meV")
print(f"N_c(T*) = {nc:.3e} cm^-3; mean speed = {speed:.3e} cm/s")
print(f"Arrhenius slope = {slope:.4f} eV")
print(f"enthalpy at T* = {H:.4f} eV")
print(f"free energy at T* = {G:.4f} eV")
print(f"free energy from rate and capture = {G_found:.4f} eV")
print(f"depth at 0 K = {depth0:.4f} eV")
print(f"T* times entropy = {(H-G)*1e3:.2f} meV")
print(f"entropy total = {S:.3f} k")
print(f"entropy vibrational = {S-np.log(G_EMPTY/G_FILLED):.3f} k")
print(f"entropy electronic = {np.log(G_EMPTY/G_FILLED):.3f} k")
print(f"apparent cross section = {sigma_app:.3e} cm2")
print(f"inflation: fitted {sigma_app/SIGMA:.3f}, exp(dS/k) {np.exp(S):.3f}")
print(f"filling with Fermi level at -dH = {fill:.4f}")
print(f"filling time, true sigma = {fill_true:.2f} ns")
print(f"filling time, apparent sigma = {fill_app:.2f} ns")
print(f"stiffening case: entropy {entropy(TS, stiff):.3f} k")
print(f"stiffening case: sigma ratio {stiff_sigma/SIGMA:.3f}")
print(f"sigma ~ 1/T: slope {pow_slope:.4f} eV, sigma {pow_sigma:.2e} cm2")
print(f"barrier {EB*1e3:.0f} meV in sigma: slope {act_slope:.4f} eV")
print(f"level kinetics, 220 K: slope {kin_slope:.4f} eV")
print(f"  enthalpy {kin_h:.4f} eV + capture {kin_sigma:.4f} eV")
print(f"nonparabolicity {ALPHA} /eV: slope shift {np_shift*1e3:.2f} meV")
print(f"mass drift {DRIFT*100:.0f}%/100 K: shift {(drift_slope-slope)*1e3:.2f} meV")
print(f"doping {DOPING:.0e} cm^-3, band bending {BENDING:.1f} V")
print(f"peak field = {field*1e-8:.4f} MV/cm")
print(f"tunnelling rate gain = {np.expm1(gain)*100:.2f} %")
print(f"tunnelling slope shift = {tunnel_shift*1e3:.2f} meV")
print(f"Coulomb lowering if a donor = {barrier*1e3:.1f} meV")
print(f"thermometer +1 K: slope shift {(off_slope-slope)*1e3:.2f} meV")
print(f"thermometer +1 K: sigma factor {off_sigma/sigma_app:.3f}")
print(f"gap {GAP} eV, hole cross section {SIGMA_P:.0e} cm2")
print(f"hole/electron emission ratio = {hole_ratio:.1e}")
print(f"carrier density / N_c = {DOPING/nc:.1e}")
print(f"1 atm times 0.02 nm3 = {pv*1e3:.4f} meV")
print(f"rate at 300 K: true {rate300:.4e}, line {line300:.4e} 1/s")
print(f"line error at 300 K = {(line300/rate300-1)*100:.2f} %")
print("verified")
```

Running it gives:

```
separation of minima D = 0.460 eV; modes = 4
quantum filled, empty = 40, 28 meV
degeneracy filled, empty = 1, 2
masses long., transv. = 0.92, 0.19 m_e
true cross section = 1.00e-15 cm2
Gamma = 6.3531e+21 cm^-2 s^-1 K^-2
t1 = 100.00 ms, peak 198.69 K, rate 6.93 1/s
t1 = 40.00 ms, peak 205.38 K, rate 17.33 1/s
t1 = 16.00 ms, peak 212.53 K, rate 43.32 1/s
t1 = 6.40 ms, peak 220.16 K, rate 108.30 1/s
t1 = 2.56 ms, peak 228.33 K, rate 270.76 1/s
t1 = 1.00 ms, peak 237.33 K, rate 693.15 1/s
centre temperature T* = 216.27 K; kT* = 18.637 meV
N_c(T*) = 1.680e+19 cm^-3; mean speed = 1.769e+07 cm/s
Arrhenius slope = 0.4469 eV
enthalpy at T* = 0.4469 eV
free energy at T* = 0.4136 eV
free energy from rate and capture = 0.4136 eV
depth at 0 K = 0.4360 eV
T* times entropy = 33.31 meV
entropy total = 1.787 k
entropy vibrational = 1.094 k
entropy electronic = 0.693 k
apparent cross section = 5.981e-15 cm2
inflation: fitted 5.981, exp(dS/k) 5.972
filling with Fermi level at -dH = 0.1434
filling time, true sigma = 56.52 ns
filling time, apparent sigma = 9.45 ns
stiffening case: entropy -1.094 k
stiffening case: sigma ratio 0.334
sigma ~ 1/T: slope 0.4282 eV, sigma 2.19e-15 cm2
barrier 50 meV in sigma: slope 0.4969 eV
level kinetics, 220 K: slope 0.5142 eV
  enthalpy 0.4568 eV + capture 0.0574 eV
nonparabolicity 0.5 /eV: slope shift 0.34 meV
mass drift 2%/100 K: shift 0.45 meV
doping 1e+15 cm^-3, band bending 5.0 V
peak field = 0.0393 MV/cm
tunnelling rate gain = 4.07 %
tunnelling slope shift = -2.23 meV
Coulomb lowering if a donor = 44.0 meV
thermometer +1 K: slope shift 4.32 meV
thermometer +1 K: sigma factor 1.117
gap 1.12 eV, hole cross section 1e-13 cm2
hole/electron emission ratio = 1.5e-05
carrier density / N_c = 6.0e-05
1 atm times 0.02 nm3 = 0.0126 meV
rate at 300 K: true 1.0866e+05, line 1.0629e+05 1/s
line error at 300 K = -2.18 %
verified
```
